# Unfolding weights of supercell states and their sum rule, part 1

(Sections cited here and not found follow in the second part.)

## 1. From folded wavevectors to the sum rule

### The physical situation

A random or partly ordered semiconductor alloy does not repeat from one primitive cell to the next. A plane-wave calculation therefore uses a supercell holding several primitive cells, and its states carry a wavevector $\mathbf K$ in the small Brillouin zone of the supercell. States that belong to different wavevectors of the parent crystal are then listed together at one $\mathbf K$. To speak of a band edge at $\Gamma$ or at X in the alloy, one must ask how much of a given supercell state has the translational character of each primitive wavevector.

The answer is a set of weights, obtained by sorting the plane-wave coefficients into classes. For each normalized supercell state the weights are nonnegative and sum to one over the primitive wavevectors that fold onto $\mathbf K$. The derivation assumes orthonormal plane waves; a basis with an overlap operator is treated in the second half.

### Lattices and classes of reciprocal vectors

Let the rows of the $3\times3$ matrix $a$ be the primitive lattice vectors, and let the rows of $A$ be the supercell vectors. The supercell must be commensurate with the primitive lattice:
$$A=Na,\qquad N\ \text{an integer matrix},\qquad n=|\det N|\ge 1. \tag{1}$$
The volume of the supercell is $n$ primitive volumes. Only the lattice vectors are constrained here. The atoms inside the supercell may be of any species and may be displaced.

Let the rows of $b$ and $B$ be the primitive and supercell reciprocal vectors, defined by $a\,b^{T}=2\pi\mathbb 1$ and $A\,B^{T}=2\pi\mathbb 1$. Inserting $A=Na$ in the second relation and multiplying by $N^{-1}$ from the left gives
$$a\,B^{T}=2\pi N^{-1}=a\,b^{T}N^{-1}.$$
Since $a$ is invertible, $B^{T}=b^{T}N^{-1}$. Multiplying by $N$ from the right and transposing,
$$b=N^{T}B. \tag{2}$$
A supercell reciprocal vector is $\mathbf G=pB$ with an integer row vector $p$. A primitive reciprocal vector is $\mathbf g=hb=hN^{T}B$ with integer $h$. Each $\mathbf g$ is therefore also a $\mathbf G$, with $p=hN^{T}$. Conversely, $\mathbf G=pB$ is a primitive reciprocal vector if and only if $h=pN^{-T}$ is an integer row.

Two vectors $\mathbf G$ and $\mathbf G'$ are placed in the same class when $\mathbf G-\mathbf G'$ is a primitive reciprocal vector. With $N^{-1}=\operatorname{adj}(N)/\det N$, the membership condition can be evaluated in integers. The label
$$\ell(p)=p\,[\operatorname{adj}(N)]^{T}\ \bmod\ n \tag{3}$$
is the same for $p$ and $p'$ precisely when $(p-p')N^{-T}$ is an integer row, hence when they share a class. This avoids rounding decisions on floating-point wavevectors.

The number of classes is $n$. To see this, take the half-open parallelepiped spanned by the rows of $N^{T}$. Its translates by integer combinations of those rows tile space, so it contains one member $p$ of each class. Let it contain $c$ integer points. Every translate also contains $c$ of them, because the translation vectors are integer. A large cube of side $L$ contains $L^3$ integer points up to surface terms of order $L^2$, and it contains $L^3/n$ tiles up to terms of the same order. Dividing the first count by the second as $L\to\infty$ gives $c=n$. A numerical test on 30 random integer matrices, with determinants up to 14 in magnitude, found this number of distinct labels each time.

Choose one representative $\mathbf G_j$ from each class. The allowed primitive wavevectors are
$$\mathbf k_j=\mathbf K+\mathbf G_j,\qquad j=1,\dots,n. \tag{4}$$
They are inequivalent in the primitive crystal, and each of them folds onto $\mathbf K$.

### The translation projector

Let $\Omega$ be the supercell volume and $\langle\mathbf r|\mathbf K+\mathbf G\rangle=\Omega^{-1/2}e^{i(\mathbf K+\mathbf G)\cdot\mathbf r}$. Integrals run over one supercell, so these plane waves are orthonormal at fixed $\mathbf K$. A supercell state with index $m$ is
$$|\psi_m\rangle=\sum_{\mathbf G}C_m(\mathbf G)\,|\mathbf K+\mathbf G\rangle,\qquad \sum_{\mathbf G}|C_m(\mathbf G)|^2=1. \tag{5}$$

Define the translation $T_{\mathbf t}$ by $T_{\mathbf t}\psi(\mathbf r)=\psi(\mathbf r+\mathbf t)$. There are $n$ primitive translations $\mathbf t$ that differ by more than a supercell vector; the tiling count above, applied to the rows of $N$, gives this number. With them form
$$P_j=\frac1n\sum_{\mathbf t}e^{-i\mathbf k_j\cdot\mathbf t}\,T_{\mathbf t}. \tag{6}$$
The choice of the $n$ translations does not matter for states of wavevector $\mathbf K$. If $\mathbf t$ is replaced by $\mathbf t+\mathbf R$ with a supercell vector $\mathbf R$, the translation contributes an extra factor $e^{i\mathbf K\cdot\mathbf R}$, and the prefactor contributes $e^{-i\mathbf k_j\cdot\mathbf R}=e^{-i\mathbf K\cdot\mathbf R}$, because $e^{i\mathbf G_j\cdot\mathbf R}=1$. The two cancel.

On a plane wave, $T_{\mathbf t}$ multiplies by $e^{i(\mathbf K+\mathbf G)\cdot\mathbf t}$. The phase containing $\mathbf K$ cancels against that in $\mathbf k_j$, which leaves
$$P_j|\mathbf K+\mathbf G\rangle=s\,|\mathbf K+\mathbf G\rangle,\qquad s=\frac1n\sum_{\mathbf t}e^{i(\mathbf G-\mathbf G_j)\cdot\mathbf t}. \tag{7}$$
There are two cases.

- If $\mathbf G-\mathbf G_j$ is a primitive reciprocal vector, each phase equals one and $s=n/n=1$.
- If it is not, some primitive translation $\mathbf t_0$ has $e^{i(\mathbf G-\mathbf G_j)\cdot\mathbf t_0}\neq1$; otherwise $\mathbf G-\mathbf G_j$ would satisfy the definition of a primitive reciprocal vector. Replacing $\mathbf t$ by $\mathbf t+\mathbf t_0$ merely permutes the $n$ terms, so $s=e^{i(\mathbf G-\mathbf G_j)\cdot\mathbf t_0}\,s$, which requires $s=0$.

Thus $P_j$ keeps the plane waves in the class of $\mathbf G_j$ and removes the others. It is diagonal in an orthonormal basis with entries 0 and 1, so $P_j^\dagger=P_j=P_j^2$. Every $\mathbf G$ is in one class and no other, so
$$P_jP_{j'}=\delta_{jj'}P_j,\qquad \sum_{j=1}^{n}P_j=\mathbb 1\quad\text{at fixed }\mathbf K. \tag{8}$$

### Weights and sum rule

The unfolding weight is the expectation value of the projector. Inserting (5) and using (7),
$$W_m(\mathbf k_j)=\langle\psi_m|P_j|\psi_m\rangle=\sum_{\mathbf g}|C_m(\mathbf G_j+\mathbf g)|^2\ \ge 0. \tag{9}$$
Changing the representative to $\mathbf G_j+\mathbf g_0$ only relabels the terms of the sum. Summing over $j$ and using (8),
$$\sum_{j=1}^{n}W_m(\mathbf k_j)=\langle\psi_m|\psi_m\rangle=1. \tag{10}$$

This holds for any normalized state at $\mathbf K$, whether or not it is an eigenstate. It also holds in a finite basis, because a cutoff removes plane waves from the classes without moving any from one class to another. The list (4) must be complete and without equivalent duplicates. An omitted wavevector makes the sum smaller by its weight, and a duplicate counts its weight twice.

The projector also gives a real-space expression,
$$W_m(\mathbf k_j)=\frac1n\sum_{\mathbf t}e^{-i\mathbf k_j\cdot\mathbf t}\,O_{\mathbf t},\qquad O_{\mathbf t}=\int_\Omega\psi_m^*(\mathbf r)\,\psi_m(\mathbf r+\mathbf t)\,d^3r. \tag{11}$$
The weights therefore measure how the state overlaps its own translates. If every $O_{\mathbf t}$ with $\mathbf t\ne0$ vanishes, as for a state confined to a region that does not overlap its translates, only $O_0=1$ survives and each weight equals $1/n$. If instead the state is a Bloch state of the primitive lattice with wavevector $\mathbf k_1$, then $O_{\mathbf t}=e^{i\mathbf k_1\cdot\mathbf t}$ and one weight equals one. An equal spread of weights is necessary for such confinement but does not prove it, since an extended superposition of $n$ Bloch states with equal amplitudes has the same weights.

### Two related sums

Let $|\mathbf k_j\nu\rangle$ be the Bloch states of any primitive crystal at $\mathbf k_j$, normalized over the supercell and complete within the class. Then $P_j=\sum_\nu|\mathbf k_j\nu\rangle\langle\mathbf k_j\nu|$, and
$$W_m(\mathbf k_j)=\sum_\nu|\langle\mathbf k_j\nu|\psi_m\rangle|^2. \tag{12}$$
The weight does not depend on which primitive crystal supplies the complete set. If the band sum is truncated, nonnegative terms are dropped and the total can fall below one.

A different sum runs over the states at a fixed primitive wavevector. When all eigenvectors of the finite basis are included, completeness gives $\sum_m|C_m(\mathbf G)|^2=1$ for each plane wave, so that
$$\sum_m W_m(\mathbf k_j)=M_j, \tag{13}$$
where $M_j$ is the number of plane waves in class $j$. Sum rule (10) concerns one state and all its wavevectors; (13) concerns one wavevector and all states.

### A cubic supercell of zincblende

Take the primitive vectors $\tfrac a2(0,1,1)$, $\tfrac a2(1,0,1)$, $\tfrac a2(1,1,0)$, where $a$ from here on denotes the cubic lattice constant. The cubic cell with eight atoms has
$$N=\begin{pmatrix}-1&1&1\\1&-1&1\\1&1&-1\end{pmatrix},\qquad \operatorname{adj}(N)=\begin{pmatrix}0&2&2\\2&0&2\\2&2&0\end{pmatrix}.$$
Expanding along the first row, $\det N=-1(1-1)-1(-1-1)+1(1+1)=4$. For $\mathbf G=(2\pi/a)(p_1,p_2,p_3)$, label (3) is
$$\ell=\big(2(p_2+p_3),\,2(p_1+p_3),\,2(p_1+p_2)\big)\bmod 4 .$$
It vanishes when all pair sums are even, that is, when the three integers have the same parity. The representatives $(0,0,0)$, $(1,0,0)$, $(0,1,0)$, $(0,0,1)$ have the labels $(0,0,0)$, $(0,2,2)$, $(2,0,2)$, $(2,2,0)$, so they cover the four classes.

The model alloy A$_3$B has one B and three A atoms on the cation sites, and a common anion. Each atom $s$ at $\boldsymbol\tau_s$ is a Gaussian well $-D_s e^{-|\mathbf r-\boldsymbol\tau_s|^2/w^2}$. Each Cartesian factor has the Fourier integral $\int e^{-x^2/w^2-iqx}dx=\sqrt\pi\,w\,e^{-q^2w^2/4}$, found by completing the square. The periodic images turn the integral over the cell into one over all space, so with $\mathbf q=\mathbf G-\mathbf G'$
$$V_{\mathbf G\mathbf G'}=-\frac{\pi^{3/2}w^3}{\Omega}\,e^{-|\mathbf q|^2w^2/4}\sum_sD_s\,e^{-i\mathbf q\cdot\boldsymbol\tau_s}. \tag{14}$$
The kinetic energy $\hbar^2|\mathbf K+\mathbf G|^2/2m_e$ is added on the diagonal. The parameters are $a=0.56$ nm, $w=0.12$ nm, depths of 20, 30 and 40 eV for A, B and the anion, and a kinetic cutoff of 70 eV. Spin, self-consistency and nonlocal potentials are left out, and the parameters represent no particular material.

At $\mathbf K=(0.10,0.20,0.05)$ in units of $2\pi/a$, the four wavevectors are $\mathbf k_1=\mathbf K$ and $\mathbf k_2,\mathbf k_3,\mathbf k_4$, obtained by adding 1 to the first, second or third component. The classes hold $60+59+58+58=235$ plane waves, the whole basis. The lowest states are as follows.

| $m$ | $E_m$ (eV) | $W(\mathbf k_1)$ | $W(\mathbf k_2)$ | $W(\mathbf k_3)$ | $W(\mathbf k_4)$ |
|---|---|---|---|---|---|
| 1 | −18.71 | 0.950 | 0.014 | 0.023 | 0.013 |
| 2 | −17.52 | 0.019 | 0.024 | 0.948 | 0.008 |
| 3 | −17.39 | 0.003 | 0.948 | 0.029 | 0.020 |
| 4 | −17.36 | 0.001 | 0.024 | 0.004 | 0.971 |
| 5 | −13.54 | 0.116 | 0.302 | 0.273 | 0.309 |
| 6 | −10.17 | 0.000 | 0.462 | 0.004 | 0.533 |
| 7 | −10.06 | 0.000 | 0.195 | 0.690 | 0.114 |
| 8 | −7.93 | 0.731 | 0.094 | 0.047 | 0.128 |

For state 1 the sum is $0.950+0.014+0.023+0.013=1.000$; other rows may differ from one in the last digit through rounding. The first four states each keep a dominant primitive wavevector. State 5 does not, and naming it after its largest weight would hide the other 69 percent of its norm.

Formula (11), evaluated by quadrature of the translated wavefunctions, agreed with the coefficient sums to about $10^{-15}$. The test covered these eight states and eight more from a supercell in which one of the four anions next to B is moved towards it by 0.01 nm along each axis. In that displaced structure the lowest state has weights 0.863, 0.042, 0.059 and 0.036. The displacement redistributes the weight and leaves the sum at one.

## 2. Alloys, degenerate states and overlap operators

### Symbols and results carried over

The supercell contains $n$ primitive cells. At supercell wavevector $\mathbf K$ its plane waves $|\mathbf K+\mathbf G\rangle$ fall into $n$ classes modulo primitive reciprocal vectors $\mathbf g$, with representatives $\mathbf G_j$ and primitive wavevectors $\mathbf k_j=\mathbf K+\mathbf G_j$. The projector $P_j$ keeps class $j$; the projectors are mutually orthogonal and sum to the identity. A primitive translation acts as $T_{\mathbf t}\psi(\mathbf r)=\psi(\mathbf r+\mathbf t)$. A normalized state $\psi_m$ with coefficients $C_m(\mathbf G)$ and energy $E_m$ has the weights
$$W_m(\mathbf k_j)=\langle\psi_m|P_j|\psi_m\rangle=\sum_{\mathbf g}|C_m(\mathbf G_j+\mathbf g)|^2,\qquad \sum_jW_m(\mathbf k_j)=1. \tag{15}$$
The example is the model alloy A$_3$B in the cubic cell with $n=4$, Gaussian wells of depth 20 eV (A), 30 eV (B) and 40 eV (anion), and $\mathbf K=(0.10,0.20,0.05)$ in units of $2\pi/a$.

### The perfect crystal and degeneracy

If the supercell merely repeats a primitive crystal, $H$ commutes with every primitive translation and hence with every $P_j$. For $j\ne j'$ this gives $P_jHP_{j'}=HP_jP_{j'}=0$. The Hamiltonian is block diagonal, and its spectrum at $\mathbf K$ is the union of the primitive spectra at the $n$ wavevectors $\mathbf k_j$.

Let $\psi_m$ be a nondegenerate eigenstate. Then $HP_j\psi_m=P_jH\psi_m=E_mP_j\psi_m$, so $P_j\psi_m$ is either zero or proportional to $\psi_m$. A projector has eigenvalues 0 and 1, so each weight is 0 or 1, and by the sum rule one of them is 1. For the crystal with A on all cation sites, the four lowest states lie at −18.07, −17.11, −17.00 and −16.98 eV and belong to $\mathbf k_1,\mathbf k_3,\mathbf k_2,\mathbf k_4$. The union of spectra was tested against separate primitive-cell calculations, and the 0 or 1 weights were tested for the eight lowest states.

Degenerate states need more care, because a diagonalization may return any orthonormal combination of them. Let $D$ be a degenerate set and let $\psi'_m=\sum_{l\in D}U^{(D)}_{lm}\psi_l$ with a unitary matrix $U^{(D)}$. The summed weight is unchanged:
$$\sum_{m\in D}\langle\psi'_m|P_j|\psi'_m\rangle
=\sum_{l,l'\in D}\Big[\sum_{m}U^{(D)*}_{lm}U^{(D)}_{l'm}\Big]\langle\psi_l|P_j|\psi_{l'}\rangle
=\sum_{l\in D}\langle\psi_l|P_j|\psi_l\rangle, \tag{16}$$
since the bracket equals $\delta_{ll'}$ by unitarity. The individual weights have no such protection.

At $\mathbf K=0$ the four wavevectors are $\Gamma$ and the three X points. The perfect A crystal has three degenerate X states at −16.99 eV. Their equal superposition is also an eigenstate, and its weights at $\Gamma$, X, X, X are 0, 1/3, 1/3, 1/3. Summed over the triplet, the weights are 0, 1, 1, 1 for any orthonormal choice. An implementation should therefore add the weights of states that agree in energy within the numerical accuracy before it interprets them. The fractional weights of a single such state are no sign of disorder.

The weights of a normalized supercell state over the primitive wavevectors that fold onto $\mathbf K$ are nonnegative and sum to one, and in a perfect crystal each nondegenerate state has a single weight of one, while degenerate states must be summed before they are interpreted. It remains to show how alloy disorder spreads the weights, what the spectral functions measure, and what changes in a basis with an overlap operator.
